\section*{Valence-Edge Error of Straight-Line Extrapolation and of Density-of-States Fitting}

\section{Result}

A square-root valence edge at binding energy $E_v$ is recorded by an instrument with Gaussian broadening of standard deviation $\sigma$ and full width at half maximum $w$. The tangent at the steepest point of the recorded edge meets the background at
\begin{equation}
E_{\rm line}=E_v-x_m\sigma,\qquad x_m=0.765,\qquad x_m\sigma=0.325\,w .
\label{result}
\end{equation}
The steepest point itself lies at $E_v+x_m\sigma$, so the true edge is midway between the two. Without noise, and with the background known, no straight-line fit to this edge comes closer to $E_v$ than \eqref{result}. Under these conditions the error always points into the gap.

A fit of the broadened density of states (DOS) has no such bias if its shape and $\sigma$ are correct. If either is wrong, it has a bias of its own, which linear response gives when the error in the model is small. For silicon the shape matters greatly, because the valence band departs from a square root within the range used for the fit.

\section{The broadened edge}

Binding energy $E$ increases into the valence band. The expected number of counts in a channel is
\begin{equation}
m(E)=A\int_0^\infty \sqrt t\;g_\sigma(E-E_v-t)\,dt+B,\qquad
g_\sigma(y)=\frac{e^{-y^2/2\sigma^2}}{\sigma\sqrt{2\pi}},
\label{model}
\end{equation}
where $t$ is the depth below the band edge, $A$ the amplitude and $B$ a constant background. Put $t=\sigma u$ and $x=(E-E_v)/\sigma$. Then $\sqrt t\,dt=\sigma^{3/2}\sqrt u\,du$, and $g_\sigma$ contributes $1/\sigma$, so
\begin{equation}
m=A\sqrt\sigma\,F(x)+B,\qquad
F(x)=\frac1{\sqrt{2\pi}}\int_0^\infty\!\sqrt u\;e^{-(x-u)^2/2}du .
\label{F}
\end{equation}
One function $F$ therefore describes every such edge.

It obeys a simple differential equation. Direct differentiation of the Gaussian gives
\begin{equation}
\frac{\partial g_\sigma}{\partial\sigma}=\Big(\frac{y^2}{\sigma^3}-\frac1\sigma\Big)g_\sigma
=\sigma\,\frac{\partial^2g_\sigma}{\partial y^2},
\end{equation}
and the convolution inherits this relation. Apply it to $\sqrt\sigma F(x)$. At fixed $E$, $\partial x/\partial\sigma=-x/\sigma$, so the left side is $\sigma^{-1/2}(F/2-xF')$. The right side is $\sigma\cdot\sigma^{1/2}\cdot\sigma^{-2}F''=\sigma^{-1/2}F''$. Hence
\begin{equation}
F''=\tfrac12F-xF' .
\label{ode}
\end{equation}

For computation, set $F=v(z)$ with $z=-x^2/2$. Then $F'=-xv'$ and $F''=x^2v''-v'=-2zv''-v'$, while $xF'=2zv'$. Equation \eqref{ode} becomes $zv''+(\tfrac12-z)v'+\tfrac14v=0$, which is Kummer's equation $zv''+(b-z)v'-av=0$ with $a=-\tfrac14$, $b=\tfrac12$. Its two solutions, one even and one odd in $x$, give
\begin{equation}
F=F(0)\,M(-\tfrac14,\tfrac12,-\tfrac{x^2}2)+F'(0)\,x\,M(\tfrac14,\tfrac32,-\tfrac{x^2}2),
\end{equation}
where $M$ is Kummer's function. The constants follow from $\int_0^\infty u^pe^{-u^2/2}du=2^{(p-1)/2}\,\Gamma(\tfrac{p+1}2)$. Taking $p=\tfrac12$ gives $F(0)=2^{-1/4}\Gamma(\tfrac34)/\sqrt{2\pi}=0.4111$. Differentiating \eqref{F} at $x=0$ brings down a factor $u$, so $p=\tfrac32$ and $F'(0)=2^{1/4}\Gamma(\tfrac54)/\sqrt{2\pi}=0.4300$.

\section{Error of the straight line}

\subsection{The steepest tangent}

In \eqref{F} the $x$-derivative of the Gaussian equals minus its $u$-derivative. Integration by parts, with vanishing boundary terms, gives
\begin{equation}
F'(x)=\frac1{\sqrt{2\pi}}\int_0^\infty\frac{e^{-(x-u)^2/2}}{2\sqrt u}\,du>0 .
\end{equation}
The edge thus rises everywhere. For $x\le0$, \eqref{ode} gives $F''>0$, so the slope is still growing. It cannot grow for ever: if $F''>0$ held for all $x>0$, then $F'/F<1/(2x)$, and $F$ would grow no faster than $\sqrt x$, although a growing slope requires at least linear growth. So $F''$ vanishes at some $x_m>0$.

This zero is unique. Differentiating \eqref{ode} gives $F'''=-\tfrac12F'-xF''$, which equals $-\tfrac12F'<0$ wherever $F''=0$. All crossings of $F''$ are downward, and a continuous function cannot cross zero downward twice without an upward crossing between.

At $x_m$, \eqref{ode} reads $F(x_m)=2x_mF'(x_m)$. The tangent there reaches zero at
\begin{equation}
x_m-\frac{F(x_m)}{F'(x_m)}=x_m-2x_m=-x_m ,
\end{equation}
which is the mirror property stated at the outset. Bracketed root finding on $F/2-xF'$ gives $x_m=0.76495$, where $F=0.78112$ and $F'=0.51057$. Since $w=\sigma\sqrt{8\ln2}$, the error is $0.3248\,w$.

\subsection{Other lines}

A tangent at any $x$ has the intercept
\begin{equation}
c(x)=x-\frac F{F'},\qquad
c'(x)=1-\frac{F'^2-FF''}{F'^2}=\frac{FF''}{F'^2} .
\end{equation}
It rises while $F''>0$ and falls afterwards, so its maximum is $c(x_m)=-x_m$.

Now take a least-squares line $L$ through sampled points $x_i$ with positive weights $w_i$. The residuals $r_i=F(x_i)-L(x_i)$ satisfy $\sum w_ir_i=0$ and $\sum w_ix_ir_i=0$. If all $r_i$ vanish, $L$ passes through at least two points of the curve. Otherwise the first condition requires a sign change. If there were a single one, at $\xi$, every nonzero term of $\sum w_i(x_i-\xi)r_i$ would have the same sign, yet that sum is zero. So there are at least two sign changes, and by continuity $L$ meets $F$ at two points $p<q$.

Since $F$ rises, $L=k(x-c)$ with $k>0$, and $F(p)>0$ implies $c<p$. The function $F/(x-c)$ equals $k$ at both $p$ and $q$. By Rolle's theorem its derivative vanishes at some $\xi$ between them:
\begin{equation}
F'(\xi)(\xi-c)=F(\xi)\quad\Longrightarrow\quad c=\xi-\frac{F(\xi)}{F'(\xi)}\le-x_m .
\end{equation}
The bound therefore covers every secant and every such least-squares line.

\subsection{Two limits}

Far inside the band $F\simeq\sqrt x$ and $F'\simeq1/(2\sqrt x)$, so $c\simeq x-2x=-x$. A line drawn at depth $d\gg\sigma$ misses the edge by about $d$, whatever the resolution. For such a deep line a better instrument helps only if the line is also moved closer to the edge. A line that already lies within about $\sigma$ of the edge does gain from resolution alone: for the fixed window of the numerical example below, the error falls from $-0.184$ eV at $w=0.50$ eV to $-0.109$ eV at $w=0.20$ eV.

In the gap, at $x=-y$ with $y\gg1$, the factor $e^{-yu}$ confines the integral to small $u$, and $F\simeq e^{-y^2/2}\,\Gamma(\tfrac32)/(\sqrt{2\pi}\,y^{3/2})$. Then $F'/F\simeq y$ and $c\simeq-y$. A line through the first visible counts thus crosses near those counts, and it moves farther into the gap as the detection threshold falls.

\section{Fitting the density of states}

\subsection{Algorithm}

The unknowns are $\theta=(E_v,A,B)$; $\sigma$ is taken as known, for instance from a metal's Fermi edge. For independent Poisson counts $y_i$ with means $m_i$, the log-likelihood is $\ell=\sum_i(y_i\ln m_i-m_i)$ up to a constant. With $J_{ia}=\partial m_i/\partial\theta_a$,
\begin{equation}
\frac{\partial\ell}{\partial\theta_a}=\sum_iJ_{ia}\frac{y_i-m_i}{m_i},\qquad
-\Big\langle\frac{\partial^2\ell}{\partial\theta_a\partial\theta_b}\Big\rangle=\sum_i\frac{J_{ia}J_{ib}}{m_i} .
\end{equation}
In the second expression the terms with $\partial^2m_i$ carry the factor $y_i/m_i-1$ and average to zero. Newton's method with this averaged curvature gives the update
\begin{equation}
\delta\theta=(J^TWJ)^{-1}J^TW(y-m),\qquad W_{ii}=1/m_i .
\label{update}
\end{equation}
The columns of $J$ are $-A\sigma^{-1/2}F'$, $\sqrt\sigma F$ and $1$. The steps are as follows.
\begin{enumerate}
\item Compute the means \eqref{model}. The substitution $t=s^2$ turns $\sqrt t\,dt$ into $2s^2ds$ and removes the square-root singularity, so a uniform sum in $s$ suffices. Draw Poisson counts from these means.
\item Estimate $B$ from channels in the gap, fit a line to the rising edge, and find where it crosses $B$.
\item Start from that crossing and the estimated $B$, choose $A$ so that the model matches the count in the last channel, and iterate \eqref{update} until $E_v$ is stationary.
\end{enumerate}

\subsection{Noise and bias}

Poisson counts have covariance $W^{-1}$. To leading order in the noise, \eqref{update} therefore gives the parameters the covariance $(J^TWJ)^{-1}$, whose first diagonal element is the variance of $E_v$. If all counts grow by a factor $N$, the standard error falls as $N^{-1/2}$.

If the true mean is $m+h$, with $h$ small and absent from the model, the same formula gives the bias:
\begin{equation}
\delta\theta=(J^TWJ)^{-1}J^TWh .
\label{bias}
\end{equation}
This does not fall with $N$ when $h$ scales with the counts. For a true broadening $\sigma+\delta\sigma$, the relation used to derive \eqref{ode} gives $h=A\sigma^{-1/2}F''\,\delta\sigma$.

\section{Numerical example}

\subsection{An ideal square-root edge}

The parameters are rough typical values for laboratory x-ray photoemission from silicon: $w=0.50$ eV, hence $\sigma=0.2123$ eV, and an edge $0.50$ eV below the Fermi level. There are 51 channels, $0.05$ eV apart, from $-1.00$ to $1.50$ eV. The amplitude is $A=4000$ counts per eV$^{1/2}$ and $B=100$ counts. The background for the line is the mean of the channels up to $-0.20$ eV, and the line is fitted from $0.45$ to $0.90$ eV.

The steepest tangent errs by $-0.3248\times0.50=-0.162$ eV. The least-squares line errs by $-0.184$ eV without noise, since its window also takes in flatter parts of the edge. In 600 simulated spectra its mean error is again $-0.184$ eV, with a scatter of $7$ meV. Longer counting would reduce the scatter and leave the bias. Adding the universal correction of $0.162$ eV to this line still leaves $-0.021$ eV, because the correction belongs to the steepest tangent.

The DOS fit to the same spectra has a mean error of $-0.05$ meV and a scatter of $3.65$ meV; the covariance formula predicts $3.47$ meV. The mean is well within its statistical uncertainty, $3.65/\sqrt{600}=0.15$ meV.

Resolution enters through \eqref{bias}, which gives $dE_v/d\sigma=-0.697$ for these channels and counts. If the true $\sigma$ is 5\% larger than assumed, the fitted edge moves by $-0.697\times0.05\times212.3=-7.4$ meV. This is twice the noise of one spectrum, but far below the error of the line.

\subsection{A silicon band shape}

Of the neglected effects sized here, the band shape is the largest. A silicon DOS was computed with a local empirical pseudopotential, in a basis of 113 plane waves and with lattice constant $0.543$ nm. The form factors are $-0.21$, $0.04$ and $0.08$ Ry for $|\mathbf G|^2=3,8,11$ in units of $(2\pi/a)^2$. Energies were sampled at the midpoints of a cubic $k$ mesh of spacing $2\pi/(24a)$ inside the Brillouin zone. The spectrum was broadened with the same $\sigma$ and scaled to 4000 counts above background in the last channel. Errors are relative to the model's own band top.

For a square-root edge, the number of states down to depth $t$ grows as $t^{1.5}$. Between $0.5$ and $1$ eV the model gives an average exponent of $1.8$ on this mesh. The value comes from counting discrete mesh points and is not converged: spacings of $2\pi/(16a)$ and $2\pi/(28a)$ give $1.6$ and $1.7$. On all three meshes the DOS rises faster than a square root. The noise-free errors are
\begin{center}
\begin{tabular}{lr}
Line, $0.45$ to $0.90$ eV & $-0.156$ eV\\
Line, $1.00$ to $1.50$ eV & $+0.047$ eV\\
Square-root fit, all channels & $+0.103$ eV
\end{tabular}
\end{center}
With 259 plane waves the error of the deeper line falls by about $3$ meV, and the other two change by at most about $1$ meV. The bound $-x_m\sigma=-0.162$ eV no longer holds, since its premise fails, and the line's error changes sign with the window. The deeper line has the smallest error of the three, but this rests on the particular window and band shape. The square-root fit to all channels is biased by about $0.1$ eV; a shorter range, closer to the edge, reduces this bias. Its misfit can be seen: without any noise $\chi^2=\sum(y_i-m_i)^2/m_i$ is already 432, whereas noise alone would give about 48, the number of degrees of freedom.

Replacing $\sqrt\sigma F$ in the algorithm by the broadened computed DOS removes this bias, as it must when the same DOS generated the data. In 200 simulated spectra the mean error is $-0.1$ meV and the scatter $5.1$ meV, against a predicted $5.5$ meV. Errors in the model can exceed this scatter. A true $\sigma$ that is 5\% larger moves the edge by $-8$ meV. A photoemission cross-section that grows with depth by 20\% per eV, an assumed slope, moves it by $+35$ meV, seven times the statistical scatter.

\subsection{Real interfaces}

Real silicon departs from the model in further ways, sized here with the square-root fit. Spin-orbit coupling lowers one of the three upper bands by roughly $44$ meV. If the three contribute equally, the fitted edge lies $14$ meV below the true top, close to the first-order value $44/3$ meV. A field of $0.1$ MV/cm over an escape depth of $3$ nm, both rough values, bends the bands by $30$ meV on average over the emitted electrons. If binding energy increases with depth, the fitted edge lies $28.5$ meV from its surface value. A core level measured from the same depths shifts by nearly the same amount, so most of this cancels in the core-to-edge separation. Thermal emptying of the edge is negligible: at $300$ K the hole occupation there is $4\times10^{-9}$. Surface states, self-energy effects and the non-Gaussian part of the instrument's line shape are not included.

For the valence offset between SiO$_2$ and Si, the two edge errors are subtracted. If both edges were square roots and were read by steepest tangents, the errors would cancel for equal broadening. With an assumed oxide width of $0.80$ eV there remains
\begin{equation}
-0.3248\,(0.80-0.50)\ \mathrm{eV}=-0.097\ \mathrm{eV},
\end{equation}
so the offset comes out too small by about $0.1$ eV. The real oxide is amorphous and may charge during the measurement, and its edge need not be a square root. This number therefore indicates the size of the effect and is not a correction to apply. A DOS fit of each edge avoids the dependence on unequal broadening, provided that each template and each width is known.
